# How Near Linear Dependence Amplifies Errors in Two-Electron Integrals

## Two Gaussians that almost coincide

Take two normalized s-type Gaussians $a$ and $b$ with the same exponent $\alpha$, centred a distance $R$ apart. Their overlap is $\sigma=e^{-\alpha R^2/2}$, so the overlap matrix and its eigenvalues are

$$
S=\begin{pmatrix}1&\sigma\\ \sigma&1\end{pmatrix},\qquad 1+\sigma,\quad 1-\sigma .
$$

The smaller eigenvalue, $s=1-\sigma\approx\alpha R^2/2$, belongs to the difference $a-b$. Since $\int(a-b)^2=2-2\sigma=2s$, the normalized difference orbital is

$$
p=\frac{a-b}{\sqrt{2s}} .
$$

Its coefficients, $\pm(2s)^{-1/2}$, diverge as the centres merge, although the orbital itself stays well behaved. Write $g$ for the Gaussian and $g'$ for its derivative along the line of centres. For small $R$, $a-b\approx \pm Rg'$ and $\sqrt{2s}\approx R\sqrt\alpha$, so $p\to\pm g'/\sqrt\alpha$. This is a normalized p-type Gaussian.

Now consider the self-repulsion of $p$. In the notation

$$
(ij|kl)=\iint \frac{i(\mathbf r)\,j(\mathbf r)\,k(\mathbf r')\,l(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,
$$

with real functions and atomic units, the density is $p^2=(a^2-2ab+b^2)/(2s)$. Inserting it twice, and using the symmetry between $a$ and $b$, gives

$$
(pp|pp)=\frac{2(aa|aa)+2(aa|bb)+4(ab|ab)-8(aa|ab)}{4s^2}.
$$

The numerator contains eight positive and eight negative terms. Let every integral on the right carry an error of magnitude at most $\tau$. In the worst case every error has the full magnitude $\tau$ and the sign of its term. The errors then add up to $16\tau$, and the orbital integral is wrong by

$$
|\delta(pp|pp)|=\frac{16\tau}{4s^2}=\frac{4\tau}{s^2}.
$$

For $\alpha=0.5$ bohr$^{-2}$ and $R=0.1$ bohr, $s=2.497\times10^{-3}$ and the worst-case amplification is $4/s^2=6.4\times10^5$. The orbital integral itself is 0.6515 hartree, close to the 0.6516 hartree of a true p Gaussian. The numerator must therefore equal $4s^2\times0.6515\approx1.6\times10^{-5}$ hartree, although $(aa|aa)$ alone is 0.798 hartree. The correct result survives by cancellation, and independent errors need not cancel.

## The estimate for a larger basis

The same counting suggests the general rule. If $s$ is the smallest overlap eigenvalue, an orbital along its eigenvector must be divided by $\sqrt s$ to be normalized. A two-electron integral contains four orbitals, hence four factors $s^{-1/2}$:

$$
\delta(\text{orbital integral})\sim\tau\,(s^{-1/2})^4=\frac{\tau}{s^2}.
$$

If only two of the four orbitals lie along the dangerous direction, the counting allows a factor of up to $s^{-1}$. This leaves open what the prefactor is, whether large coefficients can be avoided by choosing other orbitals, and whether real screening errors reach the power $-2$.

## The controlled derivation

**Coefficient size.** Let the basis contain $n$ real, normalized, linearly independent functions $\chi_\mu$, with overlap matrix $S$. Let $v_k$ be its orthonormal eigenvectors and $s_k>0$ its eigenvalues, the smallest being $s$ with eigenvector $v$. An orbital $\sum_\mu c_\mu\chi_\mu$ is normalized when $c^TSc=1$. Since the $v_k$ are complete, we may write

$$
c=\sum_k\frac{a_k}{\sqrt{s_k}}\,v_k .
$$

Using $v_k^TSv_l=s_k\delta_{kl}$, the normalization becomes $\sum_k a_k^2=1$. The Euclidean norm of the coefficients then obeys

$$
|c|^2=\sum_k\frac{a_k^2}{s_k}\le\frac1s\sum_k a_k^2=\frac1s .
$$

Equality holds for $c=v/\sqrt s$, so $s^{-1/2}$ is the largest possible coefficient norm. An orbital reaches this scale if its weight $a_k^2$ along $v$ is of order one. A smooth occupied orbital may have so little weight there that its coefficients remain moderate.

**Large coefficients in a complete set.** Let the columns $c_p$ of the square matrix $C$ be $n$ orthonormal orbitals, so that $C^TSC=1$. Then $C$ is invertible. Multiplying by $(C^T)^{-1}$ from the left and $C^{-1}$ from the right gives $S=(C^T)^{-1}C^{-1}$, and inversion gives $CC^T=S^{-1}$. Taking the trace,

$$
\sum_{p=1}^n|c_p|^2=\operatorname{tr}S^{-1}=\sum_k\frac1{s_k}\ge\frac1s .
$$

The largest of $n$ terms is at least their average, so some orbital has $|c_p|^2\ge1/(ns)$. A rotation among the orbitals can redistribute the large coefficients but cannot remove them while the full space is kept.

**Error bound.** Let $E_{\mu\nu\lambda\sigma}$ be the error of $(\mu\nu|\lambda\sigma)$, with $|E_{\mu\nu\lambda\sigma}|\le\tau$. For exactly known coefficients, the error of an orbital integral is

$$
\delta(pq|rt)=\sum_{\mu\nu\lambda\sigma}C_{\mu p}C_{\nu q}C_{\lambda r}C_{\sigma t}E_{\mu\nu\lambda\sigma}.
$$

Replace each term by its magnitude and each error by $\tau$. The sum factorizes. With $\|c\|_1=\sum_\mu|c_\mu|$,

$$
|\delta(pq|rt)|\le\tau\,\|c_p\|_1\|c_q\|_1\|c_r\|_1\|c_t\|_1 .
$$

The Cauchy–Schwarz inequality, applied to $|c_\mu|$ and a vector of ones, gives $\|c\|_1\le\sqrt n\,|c|\le\sqrt{n/s}$. Four such factors yield

$$
\boxed{\;|\delta(pq|rt)|\le\frac{n^2\tau}{s^2}\;}
$$

The power cannot be improved without further knowledge of the errors. Choose $E_{\mu\nu\lambda\sigma}=\tau\,\epsilon_\mu\epsilon_\nu\epsilon_\lambda\epsilon_\sigma$, where $\epsilon_\mu$ is the sign of $v_\mu$. This has all the permutation symmetries of a real integral array. With four orbitals equal to $v/\sqrt s$ it produces

$$
\delta=\frac{\tau\|v\|_1^4}{s^2}\ge\frac{\tau}{s^2},
$$

because $\|v\|_1\ge|v|=1$. For the two Gaussians, $v=(1,-1)/\sqrt2$ and $\|v\|_1^4=4=n^2$, so there the full bound is attained.

**Errors that are not amplified.** Suppose that all integrals are computed consistently with a slightly wrong interaction, $1/|\mathbf r-\mathbf r'|+\kappa(\mathbf r,\mathbf r')$, where $|\kappa|\le\kappa_0$. Then

$$
|\delta(pq|rt)|\le\kappa_0\int|pq|\,d^3r\int|rt|\,d^3r'\le\kappa_0 ,
$$

since each integral is at most one for normalized orbitals, again by Cauchy–Schwarz. No power of $s$ appears. Amplification requires errors that fail to follow the cancellations of the basis functions, as rounding errors can.

**Fock matrix.** At a fixed closed-shell density matrix $P$, the integral errors give

$$
\delta F_{\mu\nu}=\sum_{\lambda\sigma}P_{\lambda\sigma}\left(E_{\mu\nu\lambda\sigma}-\tfrac12E_{\mu\lambda\nu\sigma}\right).
$$

In the orbital basis this becomes $C^T\delta F\,C$. Let $\|\cdot\|_2$ be the largest singular value. Since $\|C\|_2^2=\|CC^T\|_2=\|S^{-1}\|_2=1/s$,

$$
\|C^T\delta F\,C\|_2\le\frac{\|\delta F\|_2}{s}.
$$

Two of the four indices have been summed with the density. If the occupied coefficients are moderate, one inverse power of $s$ remains. The first-order energy error at fixed density, $\tfrac12\sum_{\mu\nu}P_{\mu\nu}\delta F_{\mu\nu}$, contains no virtual coefficients at all.

## From screening threshold to overlap threshold

The Coulomb interaction defines a positive inner product between charge distributions, so the Schwarz inequality holds:

$$
|(\mu\nu|\lambda\sigma)|\le\sqrt{(\mu\nu|\mu\nu)}\sqrt{(\lambda\sigma|\lambda\sigma)} .
$$

Schwarz screening drops an integral when the right side is below $\tau$. The error is then minus the dropped integral, and its magnitude is below $\tau$, as the bound requires. The complete sum for a near-null orbital is kept moderate by cancellation between terms. Screening splits it into a kept and a dropped part, and neither part has to cancel by itself.

Suppose now that the overlap eigenvectors with $s_k<t$ are removed. In the expansion of $c$ only terms with $s_k\ge t$ remain, so $|c|^2\le1/t$, and the bound becomes $n^2\tau/t^2$. An accuracy $\varepsilon$ for every integral over normalized orbitals in the kept space is guaranteed if

$$
\tau\le\frac{\varepsilon t^2}{n^2}
\qquad\Longleftrightarrow\qquad
t\ge n\sqrt{\frac{\tau}{\varepsilon}} .
$$

The two thresholds are therefore linked. Reducing the overlap cut by a factor of 10 calls for a screening threshold 100 times smaller if the same guarantee is to hold. The condition is sufficient, not necessary. Removing functions also shrinks the variational space, and the resulting change of the energy is a separate error that this estimate does not contain.

## Comparison with screened integrals

Place 24 of the Gaussians with $\alpha=0.5$ bohr$^{-2}$ in a row and reduce their spacing. The integrals are screened at 31 values of $\tau$ between $10^{-9}$ and $10^{-6}$ hartree. Let $A_4$ be the root-mean-square value, over these thresholds, of $\delta/\tau$ when all four orbitals are $v/\sqrt s$. Let $A_2$ be the same quantity when the second pair is replaced by the normalized orbital of the largest overlap eigenvalue, which is a smooth one.

| spacing (bohr) | $s$ | $A_4$ | $A_4s^2$ | $A_2$ |
|---|---|---|---|---|
| 1.4 | $3.6\times10^{-2}$ | $8.2\times10^{2}$ | 1.04 | 8.6 |
| 1.2 | $7.2\times10^{-3}$ | $2.3\times10^{4}$ | 1.21 | 47 |
| 1.0 | $5.2\times10^{-4}$ | $4.3\times10^{6}$ | 1.16 | $5.4\times10^{2}$ |
| 0.9 | $7.1\times10^{-5}$ | $2.3\times10^{8}$ | 1.14 | $3.6\times10^{3}$ |

Over all six spacings computed, $s$ falls by a factor of 500 while $A_4s^2$ stays between 0.97 and 1.38. The fitted powers of $s$ are $-2.02$ for $A_4$ and $-0.97$ for $A_2$. For this row of 24 functions and these two integrals, ordinary Schwarz screening thus follows the counting of near-null orbitals, and the prefactor of $A_4$ is near 1, far below the guaranteed $n^2=576$. The counting gives a ceiling that need not be reached. If the two near-null orbitals sit in different pairs, each beside the smooth orbital, the root-mean-square $\delta/\tau$ grows only from 0.07 to 0.55 over the same spacings, a fitted power of about $-0.3$. Neither the power nor the prefactor is assured for other row lengths: with 12 functions, the four tabulated spacings and the same thresholds, $A_4s^2$ falls from 0.80 to 0.12 as the spacing shrinks, and the fitted power is about $-1.6$.

The threshold rule can be tried on the closest row. For $\tau=10^{-9}$ hartree and a target $\varepsilon=10^{-3}$ hartree,

$$
t=24\sqrt{\frac{10^{-9}}{10^{-3}}}=0.024 ,
$$

which keeps 16 of the 24 functions. Among integrals over the orbitals $v_k/\sqrt{s_k}$, the largest error is 0.19 hartree with all functions kept and $2.9\times10^{-7}$ hartree after the cut. For these orbitals the target is met with a factor of about 3400 to spare. A milder cut suffices here: with 21 functions kept, the errors stay below $1.2\times10^{-4}$ hartree.

Keeping all 24 functions under the same guarantee would instead require

$$
\tau\le\frac{10^{-3}\,(7.1\times10^{-5})^2}{24^2}\approx9\times10^{-15}\ \text{hartree}.
$$

The measured $A_4$ suggests that $10^{-3}/(2.3\times10^8)\approx4\times10^{-12}$ hartree would bring a typical error to about the target. This is not a guarantee: screening at $4\times10^{-12}$ hartree leaves a largest error of $1.4\times10^{-3}$ hartree among the orbitals $v_k/\sqrt{s_k}$, slightly above the target.

## Comparison in a molecule

For acetylene, take restricted Hartree–Fock theory in the aug-cc-pVDZ basis, with chosen bond lengths of 1.20 Å (C–C) and 1.06 Å (C–H). The basis has $n=64$ functions and $s=3.47\times10^{-5}$. The reference is the calculation with unrounded integrals, whose energy is $-76.8286$ hartree. It omits electron correlation and retains a basis-set error: in aug-cc-pVTZ the energy is about 0.022 hartree lower and $s$ falls to $8.4\times10^{-6}$. It nevertheless serves to isolate the effect of rounding.

The limits on the coefficients are

$$
\frac1s=2.88\times10^4,\qquad \frac1{ns}=450 .
$$

The largest $|c|^2$ is 9980 among the virtual orbitals, between the two limits, and 1.29 among the occupied ones. The near-null direction is thus carried mainly by virtual orbitals.

Now round every two-electron integral with an error of at most $\eta=10^{-8}$ hartree, keeping the orbitals fixed. The largest self-repulsion errors are

- $1.8\times10^{-8}$ hartree for an occupied orbital;
- 1.2 hartree, or 33 eV, for a virtual orbital.

A rough estimate follows if the rounding errors are treated as independent, of random sign and of size about $\eta$. The terms of $\delta(pp|pp)$ then add in quadrature, and the mean square is about $\eta^2\sum_{\mu\nu\lambda\sigma}c_\mu^2c_\nu^2c_\lambda^2c_\sigma^2=\eta^2|c|^8$. This fixes only the order of magnitude. It ignores the distribution of the errors and the fact that integrals related by index permutation, or by the symmetry of the molecule, share one error, and the error for a particular $\eta$ can exceed the estimate several times. The typical error is thus $\eta|c|^4$. With the largest virtual norm this gives $10^{-8}\times9980^2\approx1.0$ hartree, the same order as the observed value. The closeness of the match is partly chance. For 16 values of $\eta$ between $0.8\times10^{-8}$ and $1.25\times10^{-8}$ hartree, the error of this orbital ranges from 0.4 to about 5 times $\eta|c|^4$, with a root-mean-square ratio of 2.4, and the largest occupied error ranges from $0.8\eta$ to about $5\eta$. The strict ceiling $\eta n^2/s^2$ is $3.4\times10^4$ hartree. It is valid, but here it is far too pessimistic to predict the error.

The Fock matrix shows the weaker amplification. The norm of its error grows from $3.3\times10^{-7}$ hartree over basis functions to $3.1\times10^{-3}$ hartree over all orbitals. The ceiling is

$$
3.28\times10^{-7}\times2.88\times10^4\approx9.4\times10^{-3}\ \text{hartree}.
$$

Within the occupied block the norm is only $9\times10^{-8}$ hartree, and the energy error at fixed density is $1.3\times10^{-7}$ hartree. These figures belong to this particular $\eta$. For $\eta=0.9\times10^{-8}$ and $1.1\times10^{-8}$ hartree the norm over basis functions stays at $3$ to $4\times10^{-7}$ hartree, while the norm over all orbitals is $2.4\times10^{-4}$ and $1.1\times10^{-3}$ hartree and the energy error is $-1.0\times10^{-7}$ and $2.2\times10^{-7}$ hartree.

A small energy error at fixed density is therefore no evidence that the virtual integrals are sound. A method that uses integrals $(ia|jb)$, with $i,j$ occupied and $a,b$ virtual, can meet a factor $s^{-1}$ even when the occupied coefficients are moderate. Integrals with four virtual orbitals can meet $s^{-2}$.

These molecular figures hold the orbitals fixed. In a self-consistent calculation the orbitals respond to $\delta F$. If its occupied–virtual elements become comparable with the orbital energy gaps, or if an error pulls a virtual level down among the occupied ones, the fixed-density estimate no longer applies. The numerical check covers the coefficient limits, the two powers of $s$ and the threshold rule, but not this response.

## Table of computed values

```
Gaussian exponent: 0.50 bohr^-2
Pair distance: 0.10 bohr
Pair smallest overlap eigenvalue: 2.496878e-03
Pair largest squared coefficient norm (scan): 400.500
Pair worst error/tau (scan): 6.4160e+05
Pair one basis integral (aa|aa): 0.797885 hartree
Pair near-null orbital self-repulsion: 0.651494 hartree
True p Gaussian self-repulsion: 0.651606 hartree
Row: 24 functions, 31 thresholds from 1e-09 to 1e-06 hartree
Columns: spacing/bohr, s, rms error/tau (4 near-null),
  same times s^2, rms error/tau (2 near-null + 2 smooth)
  1.4  3.552e-02  8.237e+02  1.039  8.575e+00
  1.3  1.762e-02  3.139e+03  0.975  1.766e+01
  1.2  7.246e-03  2.302e+04  1.209  4.664e+01
  1.1  2.309e-03  2.581e+05  1.377  1.486e+02
  1.0  5.178e-04  4.342e+06  1.164  5.447e+02
  0.9  7.091e-05  2.261e+08  1.137  3.557e+03
Fitted power of s, 4 near-null orbitals: -2.02
Fitted power of s, 2 near-null + 2 smooth: -0.97
Rule: tau 1e-09 hartree, target 1e-03 hartree
Rule: eigenvalue cut n*sqrt(tau/target): 0.0240
Rule: functions kept: 16 of 24
Largest orbital integral error, all kept: 1.947e-01 hartree
Largest orbital integral error, after cut: 2.923e-07 hartree
Acetylene C-C 1.20, C-H 1.06 angstrom; functions: 64
Acetylene RHF/aug-cc-pVDZ energy: -76.828577 hartree
Acetylene smallest overlap eigenvalue: 3.4719e-05
Ceiling 1/s on squared coefficient norm: 28802.68
Floor 1/(n s) on the largest one: 450.04
Largest squared norm, occupied: 1.293
Largest squared norm, virtual: 9980.14
Rounding error limit per integral: 1.0e-08 hartree
Largest self-repulsion error, occupied: 1.848e-08 hartree
Largest self-repulsion error, virtual: 1.199e+00 hartree
  the same: 3.262e+01 eV
Guaranteed ceiling eta*n^2/s^2: 3.398e+04 hartree
Fock error norm, basis functions: 3.280e-07 hartree
Fock error norm, all orbitals: 3.062e-03 hartree
Fock error norm, occupied block: 9.023e-08 hartree
Energy error at fixed density: 1.339e-07 hartree
```
